# Nearest-neighbour donor–acceptor pairing in a compensated semiconductor: a program that tests the result

```python
"""Equilibrium pairing of donors and acceptors on the two zincblende sublattices.
Result under test: x/(1-x)^2 = kappa, kappa = (Z*N/Ns)*exp(Eb/kT), where
x = paired fraction, N = density of donors (= acceptors), Ns = sites per volume
of one sublattice, Z = pair orientations, Eb = binding energy, T = temperature.
The law is tested by Monte Carlo on an explicit lattice, one partner per dopant.
Energies are in eV, lengths in nm and densities in cm^-3 unless stated."""
import itertools
import random
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq

k_eV = const.k / const.e
N, Ns, Z, Eb, T = 1e19, 2.2e22, 4, 0.5, 900.0
kT = k_eV * T


def pairing_strength(temperature, energy=Eb, density_ratio=N / Ns):
    return Z * density_ratio * np.exp(energy / (k_eV * temperature))


def fraction(kappa):
    return 2 * kappa / (2 * kappa + 1 + np.sqrt(4 * kappa + 1))


kappa = pairing_strength(T)
x = fraction(kappa)
root = brentq(lambda y: y - kappa * (1 - y)**2, 0, 1)
assert abs(root - x) < 1e-10

# Lattice geometry: cation at the origin, anions in surrounding primitive cells.
L = 38
M = L**3
n_dopants = round(M * N / Ns)
lattice_a = (4 / Ns)**(1 / 3) * 1e7
primitive = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cells = list(itertools.product(range(-4, 5), repeat=3))
anions = np.array(cells) @ primitive + 0.25
distances = np.round(np.linalg.norm(anions, axis=1), 8)
shells, shell_counts = np.unique(distances, return_counts=True)
bond, next_distance = shells[:2] * lattice_a
next_count = int(shell_counts[1])
assert shell_counts[0] == Z


@lru_cache(maxsize=None)
def neighbours(site, sign):
    """Opposite-sublattice neighbours; sign -1 for cations, +1 for anions."""
    i, j, k = site
    return (site, ((i + sign) % L, j, k), (i, (j + sign) % L, k),
            (i, j, (k + sign) % L))


near_cells = {tuple(v % L for v in c) for c, d in zip(cells, distances)
              if d == shells[0]}
assert near_cells == set(neighbours((0, 0, 0), -1))
near_anions = anions[distances == shells[0]]
like_distance = np.linalg.norm(near_anions[0] - near_anions[1]) * lattice_a


def simulated_fraction(temperature, steps, seed):
    """Heat-bath sampling: remove one dopant, redraw its site from the exact
    conditional distribution, and count nearest-neighbour contacts."""
    rng = random.Random(seed)
    boltzmann = float(np.exp(Eb / (k_eV * temperature)))

    def separated_start(first_layer):
        picks = rng.sample(range(15 * L * L), n_dopants)
        return [(first_layer + q // (L * L), (q // L) % L, q % L) for q in picks]

    species = [separated_start(0), separated_start(19)]
    occupied = [set(species[0]), set(species[1])]
    discard = 5000
    record = []
    for step in range(steps + discard):
        s = rng.randrange(2)
        index = rng.randrange(n_dopants)
        own = occupied[s]
        own.remove(species[s][index])
        sign = 1 if s == 0 else -1
        touched = {}
        pairs = 0
        for partner in species[1 - s]:
            around = neighbours(partner, sign)
            taken = not own.isdisjoint(around)
            pairs += taken
            for site in around:
                touched[site] = not taken and site not in touched
        good = [site for site, allowed in touched.items() if allowed]
        isolated = M - len(touched) - sum(q not in touched for q in own)
        bound_weight = boltzmann * len(good)
        if rng.random() * (bound_weight + isolated) < bound_weight:
            new = rng.choice(good)
            pairs += 1
        else:
            while True:
                new = (rng.randrange(L), rng.randrange(L), rng.randrange(L))
                if new not in touched and new not in own:
                    break
        own.add(new)
        species[s][index] = new
        if step >= discard:
            record.append(pairs / n_dopants)
    blocks = np.array(record).reshape(20, -1).mean(axis=1)
    return blocks.mean(), blocks.std(ddof=1) / np.sqrt(len(blocks))


simulation = {}
for temp, seed in ((900.0, 11), (1100.0, 12)):
    mean, error = simulated_fraction(temp, 60000, seed)
    law = fraction(pairing_strength(temp, density_ratio=n_dopants / M))
    simulation[temp] = (mean, error, law)
    # Allowance: sampling error plus corrections of order 1/n_dopants.
    assert abs(mean - law) < 0.02, (temp, mean, error, law)

# Sensitivities and half-pairing temperature.
slope_E = x * (1 - x) / ((1 + x) * kT)
slope_T = -Eb / T * slope_E
h = 1e-4
numeric_E = (fraction(pairing_strength(T, Eb + h))
             - fraction(pairing_strength(T, Eb - h))) / (2 * h)
numeric_T = (fraction(pairing_strength(T + 0.01))
             - fraction(pairing_strength(T - 0.01))) / 0.02
assert abs(numeric_E / slope_E - 1) < 1e-4
assert abs(numeric_T / slope_T - 1) < 1e-4
T_half = Eb / (k_eV * np.log(2 * Ns / (Z * N)))
T_search = brentq(lambda t: fraction(pairing_strength(t)) - 0.5, 300, 2000)
assert abs(T_half - T_search) < 1e-6
assert abs(fraction(1e-6) / 1e-6 - 1) < 1e-5

# Rough GaAs-like parameters for sizing neglected effects.
eps_r, gap, mass_e, mass_h = 13.0, 1.1, 0.067, 0.5
donor_depth, acceptor_depth = 0.006, 0.03
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9  # eV nm
l_B = coulomb / kT


def debye_length(paired):
    ions = 2 * N * (1 - paired) * 1e6
    return np.sqrt(const.epsilon_0 * eps_r * const.k * T
                   / (const.e**2 * ions)) * 1e9


def activity_factor(paired):
    return np.exp(-l_B / (debye_length(paired) + next_distance))


x_screened = brentq(lambda y: y - fraction(kappa * activity_factor(y)), 1e-6, 0.99)
debye = debye_length(x_screened)
# Solve the linearised potential u/r outside the closest-approach radius.
mesh = np.linspace(next_distance, next_distance + 15 * debye, 200)
start = np.vstack([np.exp(-(mesh - next_distance) / debye),
                   -np.exp(-(mesh - next_distance) / debye) / debye])
cloud = solve_bvp(lambda r, u: np.vstack([u[1], u[0] / debye**2]),
                  lambda ua, ub: np.array([next_distance * ua[1] - ua[0] + 1, ub[0]]),
                  mesh, start, tol=1e-7)
assert cloud.success
cloud_potential = (cloud.sol(next_distance)[0] - 1) / next_distance
assert abs(cloud_potential * (debye + next_distance) + 1) < 1e-4

# Next-shell donor-acceptor pairs as a competing species.
next_energy = coulomb / next_distance
next_ratio = next_count * np.exp(next_energy / kT) / (Z * np.exp(Eb / kT))
x_next = fraction(kappa * (1 + next_ratio)) / (1 + next_ratio)

# One donor with two acceptors, relative to donor-acceptor pairs.
repulsion = coulomb / like_distance
free_ratio = (1 - x) * N / Ns
triple = 1.5 * free_ratio * np.exp((Eb - repulsion) / kT)
triple_bare = 1.5 * free_ratio * np.exp(Eb / kT)
small_sites = 400
pair_weight = triple_weight = 0.0
for first, second in itertools.combinations(range(small_sites), 2):
    contacts = (first < Z) + (second < Z)  # the first Z sites touch the donor
    if contacts == 1:
        pair_weight += np.exp(Eb / kT)
    elif contacts == 2:
        triple_weight += np.exp((2 * Eb - repulsion) / kT)
enumerated = triple_weight / pair_weight
predicted = 1.5 / small_sites * np.exp((Eb - repulsion) / kT)
assert abs(enumerated / predicted - 1) < 0.02  # finite number of sites


# Carriers and neutral dopants in the exactly compensated crystal.
def band_density(mass, distance_to_level):
    """Fermi integral; positive distance means the level lies in the gap."""
    prefactor = (2 * mass * const.m_e * const.k * T / const.hbar**2)**1.5
    integral = quad(lambda t: np.sqrt(t) / (np.exp(t + distance_to_level / kT) + 1),
                    0, 60)[0]
    return prefactor * integral / (2 * np.pi**2) * 1e-6


level = brentq(lambda m: band_density(mass_e, gap - m) - band_density(mass_h, m),
               0.1, gap - 0.1)
carriers = band_density(mass_e, gap - level)
effective = [2 * (m * const.m_e * const.k * T / (2 * np.pi * const.hbar**2))**1.5
             * 1e-6 for m in (mass_e, mass_h)]
n_i = np.sqrt(effective[0] * effective[1]) * np.exp(-gap / (2 * kT))
assert abs(carriers / n_i - 1) < 0.01
neutral_D = 1 / (1 + 0.5 * np.exp((gap - donor_depth - level) / kT))
neutral_A = 1 / (1 + 0.25 * np.exp((level - acceptor_depth) / kT))
assert carriers < 0.01 * N and max(neutral_D, neutral_A) < 0.03

# Diffusion-limited capture in the Coulomb attraction.
capture = l_B / (1 - np.exp(-l_B / bond))
# The substitution s = 1/r maps the outer region to a finite interval.
capture_integral = quad(lambda s: np.exp(-l_B * s), 0, 1 / bond)[0]
assert abs(capture * capture_integral - 1) < 1e-8
hour = 3600.0
needed_D = 1 / (4 * np.pi * capture * 1e-7 * N * hour)
random_fraction = 1 - (1 - N / Ns)**Z


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Donor density = acceptor density", f"{N:.1e}", "cm^-3")
show("Sites per sublattice", f"{Ns:.1e}", "cm^-3")
show("Orientations", Z)
show("Binding energy", f"{Eb:.2f}", "eV")
show("Temperature", f"{T:.0f}", "K")
show("kT", f"{kT:.5f}", "eV")
show("Eb/kT", f"{Eb / kT:.4f}")
show("Boltzmann factor", f"{np.exp(Eb / kT):.1f}")
show("Mass-action constant", f"{kappa / N:.4e}", "cm^3")
show("kappa", f"{kappa:.4f}")
show("Paired fraction x", f"{x:.4f}")
show("Pair density", f"{x * N:.3e}", "cm^-3")
show("Free donor density", f"{(1 - x) * N:.3e}", "cm^-3")
show("Monte Carlo sites per sublattice", M)
show("Monte Carlo donors", n_dopants)
for temp, (mean, error, law) in simulation.items():
    show(f"{temp:.0f} K: Monte Carlo x, error, law",
         f"{mean:.4f}, {error:.4f}, {law:.4f}")
show("dx/dEb", f"{slope_E:.3f}", "per eV")
show("dx/dT", f"{slope_T:.3e}", "per K")
show("Half-pairing temperature", f"{T_half:.1f}", "K")
show("x at Eb = 0.45, 0.55 eV",
     ", ".join(f"{fraction(pairing_strength(T, e)):.3f}" for e in (0.45, 0.55)))
show("x for entropy change -k, +k",
     ", ".join(f"{fraction(kappa * np.exp(s)):.3f}" for s in (-1, 1)))
show("Rough relative permittivity", eps_r)
show("Lattice constant from site density", f"{lattice_a:.4f}", "nm")
show("Bond length", f"{bond:.4f}", "nm")
show("Coulomb energy at bond length", f"{coulomb / bond:.3f}", "eV")
show("Coulomb length l_B", f"{l_B:.3f}", "nm")
show("Self-consistent Debye length", f"{debye:.3f}", "nm")
show("Debye-Hueckel factor on constant", f"{activity_factor(x_screened):.3f}")
show("x with Debye-Hueckel correction", f"{x_screened:.3f}")
show("Next-shell distance", f"{next_distance:.4f}", "nm")
show("Next-shell sites", next_count)
show("Next-shell Coulomb energy", f"{next_energy:.3f}", "eV")
show("Next-shell/nearest pair ratio", f"{next_ratio:.3f}")
show("Nearest x with next-shell species", f"{x_next:.3f}")
show("Like-dopant distance in triple", f"{like_distance:.4f}", "nm")
show("Like-charge repulsion in triple", f"{repulsion:.3f}", "eV")
show("Triple/pair ratio with repulsion", f"{triple:.4f}")
show("Triple/pair ratio without repulsion", f"{triple_bare:.3f}")
show("Rough gap at 900 K", gap, "eV")
show("Rough electron, hole masses", f"{mass_e}, {mass_h}", "m_e")
show("Rough donor, acceptor depths", f"{donor_depth}, {acceptor_depth}", "eV")
show("Intrinsic carrier density", f"{carriers:.2e}", "cm^-3")
show("Neutral donor, acceptor fractions", f"{neutral_D:.4f}, {neutral_A:.4f}")
show("Coulomb capture radius", f"{capture:.3f}", "nm")
show("Time allowed for pairing", f"{hour:.0f}", "s")
show("Relative diffusivity needed", f"{needed_D:.2e}", "cm^2/s")
show("Paired fraction by random placement", f"{random_fraction:.5f}")
print("all assertions hold")
```

It prints:

```
Donor density = acceptor density: 1.0e+19 cm^-3
Sites per sublattice: 2.2e+22 cm^-3
Orientations: 4
Binding energy: 0.50 eV
Temperature: 900 K
kT: 0.07756 eV
Eb/kT: 6.4470
Boltzmann factor: 630.8
Mass-action constant: 1.1469e-19 cm^3
kappa: 1.1469
Paired fraction x: 0.4054
Pair density: 4.054e+18 cm^-3
Free donor density: 5.946e+18 cm^-3
Monte Carlo sites per sublattice: 54872
Monte Carlo donors: 25
900 K: Monte Carlo x, error, law: 0.4094, 0.0022, 0.4058
1100 K: Monte Carlo x, error, law: 0.2201, 0.0023, 0.2178
dx/dEb: 2.212 per eV
dx/dT: -1.229e-03 per K
Half-pairing temperature: 828.5 K
x at Eb = 0.45, 0.55 eV: 0.297, 0.515
x for entropy change -k, +k: 0.242, 0.572
Rough relative permittivity: 13.0
Lattice constant from site density: 0.5665 nm
Bond length: 0.2453 nm
Coulomb energy at bond length: 0.452 eV
Coulomb length l_B: 1.428 nm
Self-consistent Debye length: 2.007 nm
Debye-Hueckel factor on constant: 0.562
x with Debye-Hueckel correction: 0.308
Next-shell distance: 0.4697 nm
Next-shell sites: 12
Next-shell Coulomb energy: 0.236 eV
Next-shell/nearest pair ratio: 0.099
Nearest x with next-shell species: 0.384
Like-dopant distance in triple: 0.4006 nm
Like-charge repulsion in triple: 0.277 eV
Triple/pair ratio with repulsion: 0.0072
Triple/pair ratio without repulsion: 0.256
Rough gap at 900 K: 1.1 eV
Rough electron, hole masses: 0.067, 0.5 m_e
Rough donor, acceptor depths: 0.006, 0.03 eV
Intrinsic carrier density: 8.49e+15 cm^-3
Neutral donor, acceptor fractions: 0.0081, 0.0011
Coulomb capture radius: 1.432 nm
Time allowed for pairing: 3600 s
Relative diffusivity needed: 1.54e-17 cm^2/s
Paired fraction by random placement: 0.00182
all assertions hold
```
